# Why perfect pairing drives benzene and allyl toward alternating bonds

**Question.** The π bonds of benzene are equivalent, and so are the two C–C bonds of the allyl radical. Why does perfect pairing with optimized orbitals nevertheless favour alternating bonds, and how strong is the effect?

**Answer.** Perfect pairing (PP) gives each electron pair two orbitals of its own and correlates the pair only within them. On a ring of six sites, three pairs can be placed on bonds that share no site in two equivalent ways, the two Kekulé structures. The lowest PP state adopts only one of them. The orbitals then adapt to that choice, the bond orders become unequal, and the nuclei feel a force toward alternation. In benzene this happens in the model below for any on-site repulsion. In allyl a force at equal bond lengths needs a sufficiently strong one, and at strong repulsion the restricted open-shell mean field already breaks the symmetry by itself.

**The model and the state**

Take a half-filled Hubbard ring with sites 0 to 5, on-site repulsion $U$ and real orbitals shared by both spins. The bonds 01, 23, 45 have length $R_0-u$ and hopping $t+\alpha u$; the other three have length $R_0+u$ and hopping $t-\alpha u$. The mean length is fixed. Each bond costs an elastic energy $ku^2/2$, in total $3ku^2$. Longer-range repulsion is left out.

Pair $m$ has a bonding orbital $w_m$ and an antibonding orbital $v_m$:

$$|\Psi\rangle=\prod_{m=1}^{3}\left(\cos\theta\,w^\dagger_{m\uparrow}w^\dagger_{m\downarrow}-\sin\theta\,v^\dagger_{m\uparrow}v^\dagger_{m\downarrow}\right)|{\rm vac}\rangle .$$

Up to normalization this is the coupled-cluster form $e^{T}|w_1^2w_2^2w_3^2\rangle$. Here $T$ moves whole pairs from $w_m$ to $v_m$ with amplitude $g=-\tan\theta$, and the exponential stops at first order for each pair because a pair can be moved once.

Write $w_m=(a_m+b_m)/\sqrt2$ and $v_m=(a_m-b_m)/\sqrt2$, with $a_m$ on even sites and $b_m$ on odd sites. With $r(x)=(1+2\cos x)/3$, a threefold-symmetric family is

$$a_m(2j)=r\!\left(\tfrac{\phi}{2}-\tfrac{2\pi(j-m)}{3}\right),\qquad b_m(2j+1)=r\!\left(-\tfrac{\phi}{2}-\tfrac{2\pi(j-m)}{3}\right).$$

Since cosines at three equally spaced angles sum to zero,

$$\sum_m r\!\left(A+\tfrac{2\pi m}{3}\right)r\!\left(B+\tfrac{2\pi m}{3}\right)=\tfrac19\left[3+6\cos(A-B)\right]=r(A-B).$$

As $r(0)=1$ and $r(\pm2\pi/3)=0$, the orbitals are orthonormal. The same identity gives $\sum_m a_m(i)b_m(j)$: it is $m_1=r(\phi)$ on the bonds 01, 23, 45 and $m_2=r(\phi-2\pi/3)$ on the others. At $\phi=0$ each pair sits on one bond; at $\phi=\pi/3$, $m_1=m_2=2/3$.

**The energy of one Kekulé structure**

*Hopping.* It connects even with odd sites, so $\langle a_m|h|b_m\rangle=-\tau$ with

$$\tau=(t+\alpha u)m_1+(t-\alpha u)m_2 .$$

Thus $w_m$ has energy $-\tau$ and $v_m$ has $+\tau$. With two electrons per pair, the kinetic energy is $-2\tau(\cos^2\theta-\sin^2\theta)=-2p\tau$, where $p=\cos2\theta$.

*Repulsion within a pair.* In terms of $a$ and $b$, the pair is a covalent part (one electron in each) plus an ionic part (both in $a$ or both in $b$). The ionic amplitude is $(\cos\theta-\sin\theta)/\sqrt2$, so the ionic weight is $(1-\sin2\theta)/2$. The covalent part costs nothing, because $a$ and $b$ share no site. The ionic part costs $UL$, with $L=\sum_i a_m(i)^4=\sum_i b_m(i)^4$. Put $c_k=\cos(\phi/2+2\pi k/3)$. Then $\sum c_k=0$, $\sum c_k^2=3/2$, $\sum c_k^3=\tfrac34\cos(3\phi/2)$ and $\sum c_k^4=9/8$, so

$$L=\frac1{81}\sum_k(1+2c_k)^4=\frac{3+36+24\cos(3\phi/2)+18}{81}=\frac{19+8\cos(3\phi/2)}{27}.$$

*Repulsion between pairs.* Each pair puts a density $a_m^2/2$ per spin on even sites and $b_m^2/2$ on odd sites, whatever $\theta$ is. Completeness gives $\sum_m a_m(i)^2=1$, hence $\sum_{m\ne m'}a_m^2a_{m'}^2=1-\sum_m a_m^4$ on each even site, and likewise for $b$ on odd sites. Summed over six sites this is $6(1-L)$. Multiplication by $U/4$ and division among three pairs gives $U(1-L)/2$ per pair.

Adding the three parts, the energy per pair is

$$-2\tau\cos2\theta+\frac{UL}{2}(1-\sin2\theta)+\frac{U(1-L)}2=\frac U2-2\tau\cos2\theta-\frac{UL}{2}\sin2\theta .$$

The minimum over $\theta$ has $p=2\tau/R$, and

$$E_{\rm PP}=\frac{3U}{2}-3R,\qquad R=\sqrt{4\tau^2+\frac{U^2L^2}{4}},$$

still to be minimized over $\phi$.

This is also the projected coupled-cluster energy. The reference has $E_0=3U/2-6\tau$. Exciting one pair costs $4\tau$, since the site densities do not change, and the coupling is $K=U\sum_i w^2v^2=UL/2$. Projection on the reference gives $E=E_0+3Kg$. Projection on one excited pair gives $K+(E_0+4\tau)g+2Kg^2=Eg$, or $K+4\tau g-Kg^2=0$. The lower root, $Kg=2\tau-\sqrt{4\tau^2+K^2}$, returns $E_{\rm PP}$. Within this family of orbitals, the two energy expressions therefore give the same distortion.

**Why equal bonds are unstable**

Set $u=0$ and $\phi=\pi/3-\eta$. Then

$$m_1+m_2=\tfrac23(1+\cos\eta),\qquad m_1-m_2=\tfrac{2}{\sqrt3}\sin\eta,\qquad L=\frac{19+8\sin(3\eta/2)}{27}.$$

Localizing the pairs loses kinetic energy in second order in $\eta$ but gains localization in first order:

$$R^2\approx\frac{64}{9}t^2-\frac{32}{9}t^2\eta^2+U^2\,\frac{361+456\,\eta}{2916}.$$

A linear gain beats a quadratic loss at small $\eta$, so the point of equal bond orders is not a minimum for any $U>0$. Setting the derivative to zero gives $\eta\approx\frac{19}{864}(U/t)^2$ at weak coupling. The spin-summed bond orders are $P_{1,2}=p\,m_{1,2}$, with $p\approx1$ in this limit, so

$$P_1-P_2\approx\frac{19}{432\sqrt3}\left(\frac Ut\right)^2 .$$

At $U/t=0.3$ this gives 0.002285, against 0.002286 from the full minimization over $\phi$.

The family was assumed, so it was tested: free optimization of all orbitals and amplitudes, from five starts each (one in the family, four random) at $U/t=1$, 2 and 4, reproduced its energy.

**From unequal bond orders to a force**

At the optimum, changes of $\theta$ and $\phi$ do not contribute to the first derivative. With $d\tau/du=\alpha(m_1-m_2)$, the force at $u=0^+$ is

$$F=-\frac{dE_{\rm PP}}{du}=\frac{12\tau}{R}\frac{d\tau}{du}=6\alpha(P_1-P_2).$$

For $u<0$ the other Kekulé structure is lower and the force is reversed. The lower PP energy thus starts as $-F|u|$: it has a cusp. Adding $3ku^2$ gives $|u|\approx F/(6k)$ for a stiff frame. Greater stiffness shrinks the distortion but does not remove it.

**Numbers for the ring**

Take round model parameters $t=2.5$ eV, $U=10$ eV, $\alpha=4$ eV/Å and $k=40$ eV/Å². At $u=0$ the optimum is $\phi=37.9^\circ$. This gives $m_1=0.859$, $m_2=0.425$, $\tau=3.21$ eV and $L=0.866$, hence $R=7.744$ eV and $E_{\rm PP}=15-3R=-8.23$ eV. The bond orders are 0.713 and 0.352, so

$$F=6\times4\times0.36025=8.65\ \text{eV/Å}.$$

The estimate $F/(6k)$ is 0.036 Å; the full minimum lies at $u=0.043$ Å, a bond-length difference of 0.087 Å. It is larger because the bond orders separate further on the way, to 0.735 and 0.301. The distortion gains 0.19 eV.

The spin correlations $\langle S^z_iS^z_j\rangle$ show the pairing pattern. In the PP state held at equal bond orders they are already $-0.103$ on a paired bond and $-0.060$ on an unpaired one. The exact ground state of the model has $-0.109$ on both. This bond-centred choice of pairs breaks the symmetry even before orbital relaxation makes the bond orders unequal. It is not the only choice at equal bond orders. With each $b_m$ on a single odd site and $a_m=(2/3,2/3,-1/3)$ on the even sites, the coupling is $K=U(1+33/81)/4=19U/54$, the same as at $\phi=\pi/3$. This site-centred state has the same energy, $-7.61$ eV, and $-0.08$ on every bond; it distinguishes even from odd sites instead. It is stationary but not a minimum: a small disturbance of the orbitals takes it to the Kekulé state at $-8.23$ eV.

**What the second Kekulé structure repairs**

Let $A$ be the PP state at $u=0$ and $B$ the same state shifted by one site. Let $S=\langle A|B\rangle>0$ and $w=SE_{\rm PP}-\langle A|H|B\rangle$. The distortion adds $uV$ to $H$, and $V$ changes sign under the shift. Hence $\langle A|V|A\rangle=-F$ and $\langle B|V|B\rangle=F$. The shift also exchanges $A$ and $B$, so $\langle A|V|B\rangle$ equals its own negative and vanishes. For frozen $A$ and $B$, with $\varepsilon=E-E_{\rm PP}$, the secular equation is

$$\varepsilon^2-F^2u^2=(w+S\varepsilon)^2 .$$

At $u=0$ the lower root is $\varepsilon_0=-w/(1+S)$. For a small change $\delta\varepsilon$, using $w+S\varepsilon_0=-\varepsilon_0$,

$$2\varepsilon_0(1+S)\,\delta\varepsilon=F^2u^2\quad\Rightarrow\quad\delta\varepsilon=-\frac{F^2u^2}{2w}.$$

Resonance replaces the cusp by a parabola, which a stiff enough frame can hold upright. Here $S=0.649$ and $w=0.896$ eV. The energy falls by $0.896/1.649=0.54$ eV to $-8.78$ eV; the exact model energy is $-9.17$ eV. The curvature is $-F^2/w=-8.646^2/0.8958\approx-83$ eV/Å², so frozen structures need $k>83/6\approx14$ eV/Å². If the orbitals and amplitudes of each structure are first optimized separately at each $u$ and the two structures are then mixed, the critical value is about 23 eV/Å². The exact model gives 17.4 eV/Å², so two structures restore the symmetric minimum at $k=40$ eV/Å², but leave the ring too stiff when frozen and too soft when optimized separately.

On the ring, mean field is not at fault. The restricted, symmetric Hartree–Fock energy depends on $u$ through $-4\sqrt{t^2+3\alpha^2u^2}$, which has curvature $-12\alpha^2/t$. Its critical stiffness is $2\alpha^2/t=12.8$ eV/Å², and it has no cusp.

At large $U/t$ the pairs localize fully, $p\approx4t/U$, and the force falls as $24\alpha t/U$. The bias is therefore largest at intermediate coupling.

**Allyl: a threshold**

Number the sites 1, 2, 3, with hoppings $t\pm\alpha u$. Let $a$ be site 2, $b=(\cos\chi,0,\sin\chi)$, and put the odd electron, spin up, in $s=(-\sin\chi,0,\cos\chi)$. Now $\tau=(t+\alpha u)\cos\chi+(t-\alpha u)\sin\chi$ and $L=\cos^4\chi+\sin^4\chi$.

With both paired electrons in $a$ the repulsion is $U$. With both in $b$ it is $UL$ plus $U\sum_i b^2s^2=U(1-L)$ from the odd electron, again $U$. In the covalent part the spin-down electron is in $b$ half the time, which costs $U(1-L)/2$. The coupling between ionic and covalent parts is $-2\tau$, so the lower root is

$$E=\frac{U(3-L)}4-\sqrt{4\tau^2+\frac{U^2(1+L)^2}{16}} .$$

At $u=0$ let $z=\sin2\chi$, so that $\tau^2=t^2(1+z)$ and $L=1-z^2/2$. Then $E=U/2+Uz^2/8-\sqrt q$, with

$$q=4t^2(1+z)+\frac{U^2}{16}\left(2-\frac{z^2}{2}\right)^2,\qquad q''=-\frac{U^2}{8}\left(2-\frac{3z^2}{2}\right)<0\quad(0\le z\le1).$$

So $\sqrt q$ is concave and $E$ is convex in $z$. The symmetric point $z=1$ remains the minimum until $E'(1)=0$:

$$\frac U2\sqrt{8t^2+\frac{9U^2}{64}}=4t^2-\frac{3U^2}{16}.$$

Squaring cancels the $U^4$ terms and leaves $\tfrac72U^2t^2=16t^4$, or $U=t\sqrt{32/7}\approx2.14\,t$. Unlike the ring, allyl reaches its symmetric state with no alternation left in the pairing, so localization gains energy only in second order and must outweigh the kinetic loss. Free optimization agrees: the bond orders are equal at $U/t=2.0$ and differ by 0.285 at 2.3. This threshold is for equal bond lengths. Just below it the state is very soft, so a frame of finite stiffness yields earlier: with $t=2.5$ eV, $\alpha=4$ eV/Å and $k=40$ eV/Å², $u$ is zero at $U/t=1.6$, 0.016 Å at 1.8 and 0.035 Å at 2.0.

With the parameters used for the ring, $U/t=4$ and the bond orders are 0.760 and 0.160. The same derivative gives $F=2\alpha(P_{12}-P_{23})=8\times0.600=4.80$ eV/Å. Against the elastic energy $ku^2$ of two bonds, the minimum lies at $u=0.063$ Å, a bond-length difference of 0.127 Å. The exact three-site model stays symmetric at this stiffness; its critical value is 15.2 eV/Å². Here, unlike the ring, mean field shares the fault. Restricted open-shell Hartree–Fock ($\theta=0$) has $E=U/2+Uz^2/8-2t\sqrt{1+z}$, which loses its symmetric minimum at $U=2\sqrt2\,t\approx2.83\,t$. At $U/t=4$ it gives bond orders 0.910 and 0.415 and $u=0.061$ Å, almost the PP value. Pair correlation lowers the threshold from $2.83\,t$ to $2.14\,t$ but adds little to the distortion at $U/t=4$.

These lengths measure the error of PP within the model (for allyl, largely inherited from the open-shell reference) and are not predictions for the molecules, whose longer-range repulsion and σ correlation are absent here. The numerical output below includes a scan in $U/t$.

## Computed values

```
t = 2.5 eV, U = 10.0 eV, alpha = 4.0 eV/A, k = 40.0 eV/A^2
largest |closed - optimized| ring energy: 9.5e-13 eV
SIX-SITE RING, equal bonds (u = 0)
mean-field energy          -5.0000 eV
PP energy, equal orders    -7.6146 eV
PP energy, optimized       -8.2333 eV
two-Kekule energy          -8.7766 eV
exact model energy         -9.1718 eV
projected CC energy of PP  -8.2333 eV
optimal phi                37.90 degrees
PP bond orders             0.7126 and 0.3524
<SzSz> PP          bond 01: -0.1578, bond 12: -0.0242
<SzSz> PP equal P  bond 01: -0.1034, bond 12: -0.0595
<SzSz> exact       bond 01: -0.1089, bond 12: -0.1089
PP cusp force F            8.646 eV/A
overlap S of A and B       0.6488
coupling w                 0.8958 eV
frozen curvature -F^2/w    -83.44 eV/A^2
same, finite difference    -83.44 eV/A^2
RING WITH SIGMA FRAME
PP equilibrium u           0.0433 A
PP bond-length difference  0.0867 A
PP energy gain             0.1887 eV
PP bond orders there       0.7347 and 0.3013
PP u at k = 2000 eV/A^2    0.000723 A
F/(6k) at k = 2000 eV/A^2  0.000720 A
critical k, mean field     12.80 eV/A^2
critical k, two Kekule     22.93 eV/A^2
critical k, exact model    17.42 eV/A^2
SCAN: U/t, PP order difference, PP u (A), exact critical k (eV/A^2)
1  0.0255  0.0038  13.24
2  0.1027  0.0149  14.47
4  0.3602  0.0433  17.42
8  0.4212  0.0441  15.81
U/t = 0.3: order difference 0.002286, weak law 0.002285
THREE-SITE CHAIN
PP threshold U/t           2.1381
optimized PP order difference at U/t = 2.0: 0.0000
optimized PP order difference at U/t = 2.3: 0.2850
optimized PP order difference at U/t = 4.0: 0.6005
PP energy, u = 0           -2.4184 eV
exact model energy, u = 0  -3.0902 eV
PP bond orders, u = 0      0.7604 and 0.1598
PP cusp force              4.804 eV/A
PP equilibrium u           0.0633 A
PP bond-length difference  0.1266 A
critical k, exact model    15.18 eV/A^2
```
